# Polarization of Slow-Electron Bremsstrahlung at Ninety Degrees: The Born Crossover

## 1. Definitions and conventions

An electron with momentum $\mathbf p_i$ passes a fixed point charge $Z$, emits one photon of energy $\omega$, and leaves with momentum $\mathbf p_f$. Hartree atomic units are used, so momentum and velocity have the same numerical value. The beam is along $z$, the photon is observed along $x$, and the final electron is not observed. The emission plane contains the beam and the photon direction. The two linear polarizations are

$$\mathbf e_\parallel=\hat{\mathbf z}\ \text{(in the plane)},\qquad \mathbf e_\perp=\hat{\mathbf y}\ \text{(normal to it)},$$

and the degree of polarization is

$$P=\frac{I_\parallel-I_\perp}{I_\parallel+I_\perp}.$$

With $E=p_i^2/2$, $x=\omega/E$ and $\rho=p_f/p_i$, energy conservation $\omega=(p_i^2-p_f^2)/2$ gives $x=1-\rho^2$. Soft photons have $x\to0$; the tip of the spectrum is $x\to1$, where the photon takes all the kinetic energy.

"Slow" means $Z\ll v_i\ll c$. The right-hand inequality allows nonrelativistic dipole emission. The left-hand one makes $\nu=Z/v_i$ small, as the first Born approximation requires for the incoming electron. The outgoing electron needs $Z/v_f\ll1$ as well, which fails close to the tip; Section 7 deals with that failure. Spin, recoil of the charge and screening are left out, except for a remark on screening in Section 5.

## 2. The light follows the momentum kick

The dipole amplitude is proportional to $\mathbf e\cdot\langle f|\mathbf p|i\rangle$. For $H=p^2/2+V$ with $V=-Z/r$, the commutator is $[\mathbf p,H]=-i\nabla V$. Taking its matrix element between eigenstates of $H$ gives

$$\omega\langle f|\mathbf p|i\rangle=-i\langle f|\nabla V|i\rangle .$$

The right side already contains one power of $Z$, so to lowest order both states may be replaced by plane waves. Let $\mathbf q=\mathbf p_i-\mathbf p_f$. Integrating by parts, and using $\int e^{i\mathbf q\cdot\mathbf r}V\,d^3r=-4\pi Z/q^2$,

$$\int e^{i\mathbf q\cdot\mathbf r}\nabla V\,d^3r=-i\mathbf q\left(-\frac{4\pi Z}{q^2}\right)=\frac{4\pi iZ\mathbf q}{q^2},
\qquad
\langle f|\mathbf p|i\rangle=\frac{4\pi Z}{\omega}\frac{\mathbf q}{q^2}.$$

The emitting dipole points along the momentum $\mathbf q$ given up by the electron. The photon's own momentum $\omega/c$ was dropped. Since $q\ge p_i-p_f=2\omega/(p_i+p_f)$, its ratio to $q$ is at most $(v_i+v_f)/(2c)$, which is small here.

The photon phase space, the final electron's density of states and the factor $Z^2/\omega^2$ are common to both polarizations. Therefore

$$I_{\mathbf e}\propto\int d\Omega_f\,\frac{(\mathbf e\cdot\mathbf q)^2}{q^4}.$$

From here to the end of Section 6, momenta are measured in units of $p_i$. If $\theta$ is the electron's scattering angle and $u=\cos\theta$, then

$$q_z=1-\rho u,\qquad q_t^2=\rho^2(1-u^2),\qquad q^2=1+\rho^2-2\rho u,$$

where $q_t$ is the component transverse to the beam. Averaging over azimuth gives $\overline{q_y^2}=q_t^2/2$. After removal of a common $2\pi$, the two intensities are

$$A=\int_{-1}^{1}\frac{q_z^2}{q^4}\,du\quad(\parallel),\qquad
N=\frac12\int_{-1}^{1}\frac{q_t^2}{q^4}\,du\quad(\perp).$$

The factor $1/2$ is a handicap for perpendicular light: half of the transverse intensity belongs to dipoles along $x$, which do not radiate towards the observer.

## 3. What a single scattering angle favours

At fixed $\theta$, perpendicular light wins if $q_t^2>2q_z^2$. If $\chi$ is the angle between $\mathbf q$ and the beam, this means $\tan^2\chi>2$, or $\sin^2\chi>2/3$, so $\chi>54.7^\circ$.

How far can the kick tilt? Because $\mathbf p_i-\mathbf p_f$ is parallel to $\mathbf q$, the two momenta have the same component normal to $\mathbf q$. For $\mathbf p_i$ its length is $\sin\chi$; for $\mathbf p_f$ it cannot exceed $\rho$. Hence

$$\sin^2\chi\le\rho^2=1-x .$$

For $x>1/3$ no scattering angle favours perpendicular light, and the total must be polarized in the plane.

For $x<1/3$ there is a window of favourable angles. Inserting the components into $q_t^2>2q_z^2$ and collecting powers of $u$,

$$3\rho^2u^2-4\rho u+2-\rho^2<0,\qquad
u_\pm=\frac{2\pm\sqrt{3\rho^2-2}}{3\rho}.$$

The window is $u_-<u<u_+$. At $x=0.01$ it runs from $0.41^\circ$ to $70.12^\circ$. At smaller angles the sideways part of the kick is not large enough, beside the slowing down along the beam, to overcome the factor $1/2$; at larger angles the electron loses too much of its forward momentum. On both sides of the window parallel light is the stronger. Which polarization wins in total depends on the weight $1/q^4$, so each intensity must be integrated.

## 4. The parallel and perpendicular intensities

Define

$$L=\ln\frac{1+\rho}{1-\rho}.$$

Two integrals are needed. Since $d(q^2)=-2\rho\,du$ and $q^2$ runs between $(1-\rho)^2$ and $(1+\rho)^2$,

$$\int_{-1}^{1}\frac{du}{q^2}=\frac1{2\rho}\ln\frac{(1+\rho)^2}{(1-\rho)^2}=\frac L\rho,$$

$$\int_{-1}^{1}\frac{du}{q^4}=\frac1{2\rho}\left[\frac1{(1-\rho)^2}-\frac1{(1+\rho)^2}\right]=\frac{2}{(1-\rho^2)^2}.$$

**Parallel part.** From the expression for $q^2$, $q_z=(q^2+1-\rho^2)/2$. Squaring and dividing by $q^4$,

$$A=\frac14\int_{-1}^{1}\left[1+\frac{2(1-\rho^2)}{q^2}+\frac{(1-\rho^2)^2}{q^4}\right]du
=\frac12+\frac{(1-\rho^2)L}{2\rho}+\frac12 .$$

For soft photons the three terms have distinct origins. The first is spread evenly in $u$ and comes mostly from large deflections. The last is concentrated at angles of order $1-\rho$, where the kick is small and its parts along and across the beam are comparable. The middle one vanishes as $x\to0$. Thus

$$A=1+\frac{(1-\rho^2)L}{2\rho}.$$

**Perpendicular part.** Because $q_z^2+q_t^2=q^2$, the sum $A+2N$ is the first integral, $L/\rho$. So

$$N=\frac12\left(\frac L\rho-A\right)=-\frac12+\frac{L}{4\rho}\left[2-(1-\rho^2)\right]
=-\frac12+\frac{(1+\rho^2)L}{4\rho}.$$

**Balance.** The difference and the sum are

$$A-N=\frac32+\frac{(1-3\rho^2)L}{4\rho},\qquad
A+N=\frac12+\frac{(3-\rho^2)L}{4\rho}.$$

Multiplying both by $4\rho$ gives the Born polarization at ninety degrees:

$$P=\frac{6\rho+(1-3\rho^2)L}{2\rho+(3-\rho^2)L}.$$

Neither $Z$ nor $E$ appears except through $x$.

## 5. The two ends of the spectrum

**Soft photons.** For $x\to0$, $1-\rho\simeq x/2$ and $L\simeq\ln(4/x)$. Then $A\to1$, while $N\simeq(L-1)/2$ grows without limit, and

$$P\simeq\frac{3-L}{1+L}=-1+\frac{4}{1+\ln(4/x)} .$$

The logarithm comes from small deflections. For $1-\rho\ll\theta\ll1$ one has $q_t^2\simeq q^2\simeq\theta^2$ and $du\to\theta\,d\theta$ in magnitude, so the perpendicular integrand is

$$\frac12\,\frac{\theta^2}{\theta^4}\,\theta\,d\theta=\frac12\frac{d\theta}{\theta}.$$

Every factor of ten in angle contributes equally. A gentle deflection changes the direction of motion more than the speed, so its kick is sideways and its light is perpendicular to the emission plane. Softer photons permit smaller kicks and lengthen this range.

The approach to $-1$ is slow. The full Born formula gives $P=-0.415$ at $x=0.01$, $-0.655$ at $10^{-4}$ and $-0.808$ at $10^{-8}$. Soft light is therefore predominantly, not completely, perpendicular at these photon energies.

A screened charge changes this limit. If $1/q^2$ in the amplitude becomes $1/(q^2+\mu^2)$, with $\mu$ the inverse screening length in units of $p_i$, the small-angle integrand becomes $\tfrac12\theta^3d\theta/(\theta^2+\mu^2)^2$. This is integrable down to $\theta=0$, so $N$ stays finite as $x\to0$. Large deflections keep $A$ above zero, and $P$ then stops short of $-1$. Screening also moves the sign change found in Section 6: with this form it lies at $x\simeq0.15$ for $\mu=0.1$ and at $x\simeq0.07$ for $\mu=0.3$, and for $\mu$ above about $0.39$ the soft limit of $P$ is positive. The crossover quoted below therefore belongs to a bare charge; a screening length of one bohr at $v_i=10$ already corresponds to $\mu=0.1$.

**The tip.** For $\rho\to0$, $L=2(\rho+\rho^3/3+\dots)$. To order $\rho^2$,

$$A\simeq1+(1-\rho^2)\left(1+\frac{\rho^2}{3}\right)\simeq2-\frac{2\rho^2}{3},$$

$$N\simeq-\frac12+\frac12(1+\rho^2)\left(1+\frac{\rho^2}{3}\right)\simeq\frac{2\rho^2}{3}.$$

Since $1-P=2N/(A+N)$, this gives $P\simeq1-2\rho^2/3$. The electron has given up nearly all its momentum, so $\mathbf q\simeq\mathbf p_i$ whatever the direction in which it leaves. The dipole lies along the beam, and its light is polarized in the emission plane.

## 6. Locating the crossover

The sign changes when $A=N$, that is, when

$$(3\rho^2-1)L=6\rho .$$

There is one solution. For $\rho^2\le1/3$ the numerator of $P$ is positive. For $\rho^2>1/3$ the condition reads $L=6\rho/(3\rho^2-1)$. The left side rises with $\rho$, from a finite value to infinity. The right side falls, because its derivative is $-6(1+3\rho^2)/(3\rho^2-1)^2$; it starts from infinity and ends at 3. The curves cross once. Numerically,

$$\rho_c=0.9376,\qquad x_c=1-\rho_c^2=0.1209 .$$

The soft-photon formula alone would put the zero at $L=3$, or $x=4e^{-3}\simeq0.20$. The sign change thus follows from the growing logarithm, but its position needs the finite-$x$ terms.

It helps to split the intensities at a scattering angle of $30^\circ$. Below it lie the shares $0.5413$ of $A$ and $0.6424$ of $N$ at the crossover, where $A=N=1.2215$. The four contributions are:

- below $30^\circ$: parallel $0.5413\times1.2215=0.661$, perpendicular $0.6424\times1.2215=0.785$;
- above $30^\circ$: parallel $0.560$, perpendicular $0.437$.

The small deflections have a perpendicular surplus of $0.124$, and the large ones a parallel surplus of $0.123$, equal within rounding, as $A=N$ requires for any dividing angle. What the split shows is the sign and size of each surplus, which depend on the dividing angle. With the division at $30^\circ$, at the crossover the perpendicular surplus of the small deflections has fallen to the level of the parallel surplus of the large ones.

At $x=0.01$, where $A=1.030$ and $N=2.493$, the shares below $30^\circ$ are $0.5405$ and $0.8225$. The perpendicular surplus there is $2.051-0.557=1.494$, while above $30^\circ$ the parallel surplus is only $0.4733-0.4426\simeq0.031$. The small deflections decide the sign. Between $x=0.01$ and the crossover their perpendicular surplus falls by about $1.37$, while the parallel surplus of the large deflections rises by only about $0.09$. With this division, the balance is therefore reached mainly through the loss of sideways kicks at deflections below $30^\circ$.

## 7. Does the result survive where Born theory fails?

Near the tip the outgoing electron is slow and $\nu'=Z/p_f$ is not small. Plane waves must be replaced by Coulomb waves. Ordinary atomic units are restored here, with $\mathbf p=\mathbf p_i$, $\mathbf p'=\mathbf p_f$ and $\nu=Z/p$.

**The waves.** Put $\psi_i\propto e^{i\mathbf p\cdot\mathbf r}F(w)$ with $w=i(pr-\mathbf p\cdot\mathbf r)$. Then $(\nabla w)^2=2ipw/r$, $\nabla^2w=2ip/r$ and $2i\mathbf p\cdot\nabla w=-2ipw/r$. The Schrödinger equation becomes $wF''+(1-w)F'-i\nu F=0$, whose regular solution is the confluent function $F_i={}_1F_1(i\nu;1;w)$. Likewise $\psi_f^*\propto e^{-i\mathbf p'\cdot\mathbf r}F_f$, with $F_f={}_1F_1(i\nu';1;i(p'r+\mathbf p'\cdot\mathbf r))$.

**Reduction to one integral.** In $\int\psi_f^*\nabla\psi_i\,d^3r$, the gradient of the plane-wave factor gives $i\mathbf p$ times an overlap that vanishes, because the energies differ. For the rest, differentiating $w$ in $\mathbf r$ and in $\mathbf p$ shows that $\nabla F_i=-(p/r)\,\partial F_i/\partial\mathbf p$ at fixed $\nu$. The dipole vector is therefore proportional to $-p\,\partial J/\partial\mathbf p$ at fixed $\mathbf q,\nu$, where

$$J=\int\frac{d^3r}{r}\,e^{i\mathbf q\cdot\mathbf r-\lambda r}F_fF_i,\qquad\lambda\to0^+.$$

**Evaluation.** On a contour around $[0,1]$,

$${}_1F_1(i\nu;1;w)=\oint\frac{dt}{2\pi i}\,t^{i\nu-1}(t-1)^{-i\nu}e^{wt},$$

as expansion in $w$ confirms: the $n$th moment of the weight is $(i\nu)_n/n!$. Use $t$ for $F_i$ and $s$ for $F_f$. The space integral is then of the type $\int d^3r\,e^{i\mathbf Q\cdot\mathbf r-\Lambda r}/r=4\pi/(Q^2+\Lambda^2)$, with $\mathbf Q=\mathbf q-\mathbf pt+\mathbf p's$ and $\Lambda=\lambda-ipt-ip's$. The squares of $t$ and $s$ cancel, leaving $Q^2+\Lambda^2=a+Bt+Cs+Dts$, where

$$a=q^2+\lambda^2,\quad B=-2(\mathbf q\cdot\mathbf p+i\lambda p),\quad C=2(\mathbf q\cdot\mathbf p'-i\lambda p'),\quad D=-2(\mathbf p\cdot\mathbf p'+pp').$$

The $t$ integrand falls as $t^{-2}$, so the contour can be opened onto the outside pole. With $R=a+B$ this gives

$$4\pi(a+Cs)^{i\nu-1}\,[R+(C+D)s]^{-i\nu}.$$

In the $s$ integral set $Y=(C+D)/R$ and $s=\sigma/(1+Y-Y\sigma)$. All powers of the denominator cancel. What remains is the same weight in $\sigma$ multiplying $(1-z\sigma)^{i\nu-1}$, and the moments above sum to a Gauss function:

$$J=\frac{4\pi}{a}\left(\frac aR\right)^{i\nu}\left(\frac TR\right)^{-i\nu'}{}_2F_1(i\nu',1-i\nu;1;z),$$

$$T=a+B+C+D,\qquad z=\frac{Da-CB}{aT}.$$

Only $B$ and $D$ depend on $\mathbf p$ at fixed $\mathbf q$. For $\lambda\to0^+$ their gradients are $-2\mathbf q$ and $-2(\mathbf p'+p'\hat{\mathbf p})$, so

$$-p\frac{\partial J}{\partial\mathbf p}=2p\left[\frac{\partial J}{\partial B}\,\mathbf q+\frac{\partial J}{\partial D}\,(\mathbf p'+p'\hat{\mathbf p})\right].$$

The second term lets the dipole leave the direction of $\mathbf q$. This vector was tested against direct three-dimensional quadrature at finite $\lambda$, and its intensities against the Born ones at very small $\nu$.

**Result near the tip.** Take $\nu=0.1$ and $x=0.9999$, so that $Z/v_f=10$. The rate at ninety degrees is $46.5$ times the Born rate, so Born theory fails badly for the intensity. Yet $P=0.993$, against $0.9999$ in Born theory.

The size of the enhancement can be estimated from the normalization of the waves. The density of a Coulomb wave at the charge, relative to a plane wave, is $2\pi\nu/(1-e^{-2\pi\nu})$, and the normalized rate carries the product of this factor for the two waves. For $\lambda\to0^+$, $R=p'^2-p^2-i0$, so $|(a/R)^{i\nu}|^2=e^{-2\pi\nu}$. This turns the initial factor into $2\pi\nu/(e^{2\pi\nu}-1)\simeq1-\pi\nu$, which to first order in $\nu$ is the reciprocal of the initial density. This suggests comparing with the ratio of final to initial densities,

$$\frac{\nu'}{\nu}\,\frac{1-e^{-2\pi\nu}}{1-e^{-2\pi\nu'}}=46.7,$$

which depends only on $\nu$ and $\nu'$ and reproduces the computed enhancement of the ninety-degree rate within $1\%$. That rate is almost all parallel light, so this is the enhancement of the parallel intensity. The perpendicular intensity grows far more: its share $(1-P)/2$ rises from $\rho^2/3\simeq3.3\times10^{-5}$ in Born theory to $3.3\times10^{-3}$, about a hundredfold, so it is enhanced roughly $4600$ times. $P$ stays near 1 because the perpendicular part, though poorly given by Born theory, is still small beside the parallel part. At the same $x$, the loss $1-P$ is $0.0017$, $0.0066$ and $0.0253$ for $\nu=0.05$, $0.1$ and $0.2$. Each doubling of $\nu$ multiplies it by about $3.8$, so over this range it grows nearly as $\nu^2$.

## 8. A worked case

Let $Z=1$ and $v_i=10$. Then $E=10^2/2=50$ hartree, $\nu=1/10$ and $v_i/c=0.073$, so both conditions of Section 1 hold for the incoming electron. The Born crossover lies at

$$\omega_c=0.1209\times50\simeq6.04\ \text{hartree}\simeq164\ \text{eV}.$$

| $x$ | $A$ | $N$ | $P$, Born | $P$, Coulomb |
|---|---|---|---|---|
| 0.01 | 1.030 | 2.493 | −0.415 | −0.414 |
| 0.05 | 1.112 | 1.679 | −0.203 | −0.202 |
| 0.30 | 1.434 | 0.729 | +0.326 | +0.325 |
| 0.90 | 1.932 | 0.070 | +0.931 | +0.925 |

From $x=0.01$ to $0.90$, $A$ roughly doubles while $N$ falls by a factor of about 36. The collapse of the sideways contribution does most of the work in turning the polarization.

With Coulomb waves the crossover moves to $x=0.1205$, a shift of $-0.3\%$ relative to Born. At $\nu=0.2$ it is $0.1193$, a shift of $-1.3\%$. These values support the Born position for $\nu$ up to $0.2$; they say nothing about electrons with $v_i\lesssim Z$, for which $\nu$ is not small. The Coulomb calculation is still nonrelativistic and omits retardation, so it does not measure the error made by neglecting $v_i/c$. That error is of order $(v_i/c)^2$ and here exceeds the Coulomb shift: the relativistic Born amplitude at a kinetic energy of $50$ hartree puts the crossover at $x\simeq0.1217$ ($+0.7\%$, about $6.09$ hartree or $166$ eV) and lowers $P$ at $x=0.30$ to $0.323$. The last digit of $\omega_c$ and of the tabulated $P$ thus belongs to the nonrelativistic model. Further values are in the numerical output.

## Calculated quantities

```
Charge Z = 1; initial speed = 10.0 a.u.
v_i/c = 0.0730; nu = Z/v_i = 0.100
Electron energy E = 50.000 hartree = 1360.6 eV
Born crossover p_f/p_i = 0.937612
Born crossover omega/E = 0.120883
Same from sphere integration = 0.120883
Crossover photon energy = 6.0442 hartree = 164.47 eV
At crossover A = 1.221486, N = 1.221486 (p_i=1)
omega/E      A         N       P Born   P Coulomb (nu=0.1)
0.0100   1.03008   2.49326   -0.4153   -0.4144
0.0500   1.11174   1.67899   -0.2033   -0.2021
0.1209   1.22149   1.22149   +0.0000   +0.0009
0.3000   1.43384   0.72923   +0.3257   +0.3251
0.5000   1.62323   0.43484   +0.5774   +0.5749
0.9000   1.93194   0.06952   +0.9305   +0.9246
0.9900   1.99332   0.00669   +0.9933   +0.9868
Born P at omega/E = 1e-04: -0.6549
Born P at omega/E = 1e-06: -0.7531
Born P at omega/E = 1e-08: -0.8078
Perpendicular-favouring angles, omega/E=0.0100: 0.41 to 70.12 deg
  share from angles below 30 deg: parallel 0.5405, perpendicular 0.8225
Perpendicular-favouring angles, omega/E=0.1209: 5.82 to 64.71 deg
  share from angles below 30 deg: parallel 0.5413, perpendicular 0.6424
Coulomb-wave crossover omega/E at nu=0.02: 0.12087
Coulomb-wave crossover omega/E at nu=0.10: 0.12049
Coulomb-wave crossover omega/E at nu=0.20: 0.11932
Near tip omega/E = 0.9999: Z/v_f = 10.00
  P Born = 0.99993, P Coulomb = 0.99336
  90-degree rate, Coulomb/Born = 46.518
  factor from speeds alone = 46.651
Coulomb vector: relative quadrature error = 3.4e-14
```
